# First-order intervalley and optical phonon scattering when symmetry forbids constant coupling

## The decision in a transport calculation

A Monte Carlo or mobility calculation needs a scattering rate for each phonon that can move an electron between valleys or within one. Before any coupling constant is fitted, one has to decide which energy dependence that phonon gets. If the coupling is finite at the wave vector joining two valley minima, the rate follows the final density of states, $\sqrt{E'}$. If symmetry makes that coupling vanish, and the coupling grows in proportion to the distance from that wave vector, equally in all directions, the rate averaged over an energy shell follows $\sqrt{E'}\,(E+E')$. Here $E$ and $E'$ are the initial and final energies. A constant fitted with the wrong form may reproduce the rate at one energy and miss it at others.

"First order" refers here to the power of the wave vector in the coupling. Both rates come from lowest-order perturbation theory in the electron–phonon interaction.

## Setting and conventions

Energies are measured from the valley minima. Near each minimum

$$E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right),$$

with $\mathbf k$ measured from that minimum and the axes along the principal axes of the valley. The $Z$ final valleys have the same three masses as the initial one but may be oriented differently. The phonon is non-polar and has a fixed energy $\hbar\omega$, so

$$E'=E\pm\hbar\omega,$$

with the upper sign for absorption and the lower for emission. Emission requires $E>\hbar\omega$. Final states are taken as empty, spin is conserved, and the phonons are in equilibrium at temperature $T$.

The displacement in a crystal of volume $V$ and density $\rho$ is, for one polarization,

$$u(\mathbf r)=\sum_{\mathbf Q}\sqrt{\frac{\hbar}{2\rho V\omega}}\,\left(a_{\mathbf Q}+a^\dagger_{-\mathbf Q}\right)e^{i\mathbf Q\cdot\mathbf r}.$$

The prefactor is fixed by energy. The mean of $\tfrac12\rho\omega^2\int u^2\,d^3r$ is $\sum_{\mathbf Q}\tfrac14\hbar\omega(2N+1)$, which is half the oscillator energy $\hbar\omega(N+\tfrac12)$ per mode, as a harmonic potential energy must be. For optical modes, using the full density $\rho$ here is a convention that belongs to the definition of the coupling constants.

Absorption from a mode with $\nu$ quanta gives $|\langle \nu-1|a|\nu\rangle|^2=\nu$, and emission gives $|\langle \nu+1|a^\dagger|\nu\rangle|^2=\nu+1$. Averaging over the thermal distribution replaces $\nu$ by

$$N=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

With $n=N$ for absorption and $n=N+1$ for emission, the squared matrix element is

$$|M|^2=\frac{\hbar n}{2\rho V\omega}\,|C|^2 ,$$

where $C$ is the electronic coupling per unit displacement.

## What symmetry leaves of the coupling

Let $\mathbf k$ and $\mathbf k'$ be the initial and final wave vectors, each measured from its own minimum. For small values,

$$C(\mathbf k',\mathbf k)=C(0,0)+\mathbf b\cdot\mathbf k'-\mathbf a\cdot\mathbf k+\dots$$

The constant $C(0,0)$ is the zero-order coupling, with $|C(0,0)|=D_0$, an energy per length. A selection rule at the exact connecting wave vector can set it to zero. The linear terms then lead, unless symmetry removes them too. Inversion does so, for example, when the mode is even and both states belong to an extremum of definite parity; the short-range coupling then starts at a higher order, and such cases are not treated here. The expansion itself describes only the short-range part of the coupling; a long-range part that can survive even for a non-polar mode is discussed in the last section.

In one case symmetry also fixes these linear terms. Take a crystal with inversion symmetry and no spin–orbit coupling, a nondegenerate band extremum at a wave vector that equals its own negative up to a reciprocal lattice vector, and an optical mode that is odd under inversion and sets up no long-range electric field. Then $C(0,0)=0$, because an odd operator has no expectation value in a state of definite parity. Let $V_{\mathbf q}$ be the change of the electron Hamiltonian per unit amplitude of the wave $e^{i\mathbf q\cdot\mathbf r}$. A real displacement produces a Hermitian perturbation, so $V_{\mathbf q}^\dagger=V_{-\mathbf q}$. Time reversal gives $V_{\mathbf q}^*=V_{-\mathbf q}$. Together they say that $V_{\mathbf q}$ equals its own transpose. With the phases chosen so that $\psi_{-\mathbf k}=\psi_{\mathbf k}^*$,

$$C(\mathbf k',\mathbf k)=\langle\psi_{\mathbf k'}|V_{\mathbf q}|\psi_{\mathbf k}\rangle=\langle\psi_{-\mathbf k}|V_{\mathbf q}|\psi_{-\mathbf k'}\rangle=C(-\mathbf k,-\mathbf k').$$

Inserting the linear form on both sides,

$$\mathbf b\cdot\mathbf k'-\mathbf a\cdot\mathbf k=-\mathbf b\cdot\mathbf k+\mathbf a\cdot\mathbf k'
\quad\Rightarrow\quad \mathbf a=\mathbf b .$$

The coupling is therefore $\mathbf a\cdot\mathbf q$ with

$$\mathbf q=\mathbf k'-\mathbf k .$$

The short-range coupling in a chain with two alternating site energies and an odd optical mode shows this behaviour. In a real crystal such a mode would also carry a dipole, whose long-range field is left out here. The short-range matrix element vanishes at $q=0$, and for five pairs of small wave vectors ($q$ of 0.01 to 0.02 rad per site) the ratio of element to $q$ is the same to within 0.04%. Farther from the extremum it is not: at $q=0.4$ rad per site the ratio is 1% below its small-$q$ value for $k=-0.2$, $k'=0.2$ and 7% above it for $k=0$, $k'=0.4$.

For valleys elsewhere in the zone this argument does not apply as it stands. The model used here assumes that there too the coupling depends on $\mathbf q$ alone, and isotropically:

$$|C|=D_1|\mathbf q| ,$$

where $D_1$ is an energy. In intervalley scattering $\mathbf q$ is not the full phonon wave vector; it is the deviation from the vector that joins the two minima.

## The zero-order rate

The golden rule, summed over final states in $Z$ valleys, reads

$$W=Z\,\frac{2\pi}{\hbar}\sum_{\mathbf k'}|M|^2\,\delta\!\left(E(\mathbf k')-E'\right).$$

Each final state fixes the phonon wave vector, so there is no separate sum over phonons.

To count final states, scale the ellipsoid to a sphere:

$$k'_i=\sqrt{\frac{m_i}{m_d}}\,\kappa_i,\qquad m_d=(m_xm_ym_z)^{1/3}.$$

The Jacobian is $\prod_i\sqrt{m_i/m_d}=1$, and the energy becomes $\varepsilon=\hbar^2\kappa^2/2m_d$. Hence

$$\kappa^2d\kappa=\frac{2m_d\varepsilon}{\hbar^2}\cdot\frac1\hbar\sqrt{\frac{m_d}{2\varepsilon}}\,d\varepsilon=\frac{\sqrt2\,m_d^{3/2}\sqrt\varepsilon}{\hbar^3}\,d\varepsilon .$$

Multiplying by $4\pi/(2\pi)^3=1/(2\pi^2)$ gives the density of states per volume, per valley and for one spin:

$$g(\varepsilon)=\frac{m_d^{3/2}\sqrt{\varepsilon}}{\sqrt2\,\pi^2\hbar^3}.$$

For $|C|=D_0$ the matrix element leaves the sum, and the volume cancels:

$$W_0=Z\,\frac{2\pi}{\hbar}\,\frac{\hbar n D_0^2}{2\rho\omega}\,g(E')
=\frac{Z D_0^2m_d^{3/2}\,n\sqrt{E'}}{\sqrt2\,\pi\rho\hbar^3\omega}.$$

## The first-order rate

Now $D_0^2$ is replaced by $D_1^2q^2$, averaged over the final energy shell with the weight of the golden rule. Write

$$q^2=k'^2+k^2-2\mathbf k\cdot\mathbf k'.$$

The last term averages to zero, because $\mathbf k'$ and $-\mathbf k'$ lie on the same shell with equal weight. For the first term, the weight is uniform over the sphere in $\boldsymbol\kappa$, where $\langle\kappa_i^2\rangle=\kappa^2/3$. With the arithmetic mean mass $m_a=(m_x+m_y+m_z)/3$,

$$\langle k'^2\rangle=\sum_i\frac{m_i}{m_d}\,\frac{\kappa^2}{3}=\frac{m_a}{m_d}\,\kappa^2=\frac{2m_aE'}{\hbar^2}.$$

For an electron with a given $\mathbf k$ the rate is therefore

$$W_1(\mathbf k)=W_0\,\frac{D_1^2}{D_0^2}\left(k^2+\frac{2m_aE'}{\hbar^2}\right).$$

In an isotropic valley $k^2=2m_aE/\hbar^2$, and the sum $E+E'$ appears at once. In an ellipsoidal valley $k^2$ varies over the shell of energy $E$. If the states on that shell are equally occupied, the same averaging gives $\langle k^2\rangle=2m_aE/\hbar^2$. The relative orientation of the two valleys does not matter, since $k^2$ and $k'^2$ are lengths that do not depend on the axes. Thus

$$\boxed{\frac{W_1}{W_0}=\frac{2m_aD_1^2}{\hbar^2D_0^2}\,(E+E')},\qquad E+E'=2E\pm\hbar\omega,$$

and, after multiplication by $W_0$,

$$\boxed{W_1=\frac{\sqrt2\,Z D_1^2\,m_d^{3/2}m_a\,n\,\sqrt{E'}\,(E+E')}{\pi\rho\hbar^5\omega}} .$$

The two masses have different origins: $m_d^{3/2}$ counts states, while $m_a$ converts energy into mean squared wave vector.

The equal weights of $E$ and $E'$ follow from the dependence on $|\mathbf q|$, though other linear couplings can share them. A directional coupling $\mathbf a\cdot\mathbf q$ between ellipsoids of different orientation can weight the two energies differently. For general vectors $\mathbf a$ and $\mathbf b$ in isotropic valleys, averaging over both shells gives

$$\langle|C|^2\rangle=\tfrac13\left(|\mathbf a|^2k^2+|\mathbf b|^2k'^2\right),$$

which is proportional to $E+E'$ at all energies only if $|\mathbf a|=|\mathbf b|$.

## Limits and detailed balance

Far above the phonon energy, $E+E'\approx2E$. The forbidden rate then grows as $E^{3/2}$, the allowed one as $E^{1/2}$.

At the bottom of the valley, absorption remains possible: for $E\to0$ the factor is $E+E'=\hbar\omega$. The coupling vanishes when both electron states sit at their minima, but energy conservation puts the final state above its minimum. Emission just above threshold has the same factor, $E+E'\to\hbar\omega$, and starts as $\sqrt{E'}$, like the zero-order rate.

The extra factor also respects detailed balance. Since $N=(N+1)e^{-\hbar\omega/k_BT}$, and since both directions contain $\sqrt{E}\sqrt{E+\hbar\omega}\,(2E+\hbar\omega)$,

$$g(E)\,e^{-E/k_BT}\,W_1^{\rm abs}(E)=g(E+\hbar\omega)\,e^{-(E+\hbar\omega)/k_BT}\,W_1^{\rm em}(E+\hbar\omega).$$

A factor containing $E'$ alone would spoil this equality.

## Optical phonons within one valley

For optical scattering inside a valley, set $Z=1$; $\mathbf q$ is then the phonon wave vector itself. The rate formula is unchanged. The angular distribution is not uniform, here or between valleys, because $q^2$ is larger when $\mathbf k'$ points against $\mathbf k$ than when it points along it.

Take an isotropic mass and let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf k'$. A collision removes the fraction $1-(k'/k)c$ of the forward momentum. With $\langle c\rangle=0$ and $\langle c^2\rangle=1/3$,

$$\left\langle\left(k^2+k'^2-2kk'c\right)\left(1-\frac{k'}{k}c\right)\right\rangle=k^2+k'^2+\frac23k'^2 .$$

Dividing by $\langle q^2\rangle=k^2+k'^2$ gives the momentum-loss rate

$$W_{1}^{\rm loss}=W_1\left[1+\frac{2E'}{3(E+E')}\right].$$

For zero-order coupling the bracket is 1. For $\hbar\omega\ll E$ it tends to $4/3$. This is the loss rate for an electron of given $\mathbf k$. Since the collisions change the energy and favour some directions, its inverse is not in general the relaxation time that solves the Boltzmann equation.

## Average over a thermal distribution

For a Maxwell distribution, detailed balance makes the mean absorption and emission rates equal, for either coupling. The ratio of mean rates can therefore be found from absorption alone. It is the prefactor $2m_aD_1^2/\hbar^2D_0^2$ times

$$\overline{E+E'}=\frac{\int_0^\infty\sqrt{E(E+\hbar\omega)}\,(2E+\hbar\omega)\,e^{-E/k_BT}dE}{\int_0^\infty\sqrt{E(E+\hbar\omega)}\,e^{-E/k_BT}dE}.$$

Set $x=E+\beta_0$ with $\beta_0=\hbar\omega/2$, so that $E(E+\hbar\omega)=x^2-\beta_0^2$ and $2E+\hbar\omega=2x$. With $s=1/k_BT$ and $z=s\beta_0=\hbar\omega/2k_BT$, the lower integral is, up to a factor $e^{s\beta_0}$ common to both,

$$I(s)=\int_{\beta_0}^\infty\sqrt{x^2-\beta_0^2}\,e^{-sx}dx=\beta_0^2\,\frac{K_1(z)}{z},$$

by the integral representation $K_1(z)=z\int_1^\infty\sqrt{t^2-1}\,e^{-zt}dt$ of the modified Bessel function. The upper integral is $-2\,dI/ds$. Using $d(K_1/z)/dz=-K_2/z$,

$$\overline{E+E'}=-\frac{2}{I}\frac{dI}{ds}=2\beta_0\frac{K_2(z)}{K_1(z)}=\hbar\omega\,\frac{K_2(z)}{K_1(z)} .$$

At high temperature $K_2/K_1\to2/z$ and the mean tends to $4k_BT$. At low temperature it tends to $\hbar\omega$.

## Worked example: intervalley scattering

The parameters are round model values. The masses are 0.2, 0.2 and 0.9 $m_0$, where $m_0$ is the free-electron mass, so that

$$m_d=(0.2\cdot0.2\cdot0.9)^{1/3}m_0=0.330\,m_0,\qquad m_a=\frac{1.3}{3}m_0=0.433\,m_0 .$$

Further, $Z=4$, $\hbar\omega=20$ meV, $\rho=2500$ kg/m³ and $T=300$ K, which gives $N=0.856$. The couplings are $D_1=4$ eV and, for comparison, $D_0=5\times10^9$ eV/m.

For absorption at $E=100$ meV, $E+E'=220$ meV and the root-mean-square $q$ is 1.582 nm⁻¹. The effective coupling is $D_1q=6.33\times10^9$ eV/m, so

$$\frac{W_1}{W_0}=\left(\frac{6.33}{5}\right)^2=1.60,\qquad W_1=1.60\times0.127=0.203$$

in units of $10^{12}$ s⁻¹. A direct golden-rule sum on a three-dimensional grid, with a narrow Gaussian in place of the delta function, gives 0.2035 against 0.2034 from the formula.

The ratio rises by 7.28 per eV of $E+E'$. The two rates are equal when $E+E'=1/7.28$ eV $=137.4$ meV, that is, at

$$E=\frac{137.4-20}{2}=58.7\ \text{meV (absorption)},\qquad E=\frac{137.4+20}{2}=78.7\ \text{meV (emission)}.$$

The table gives absorption plus emission, in $10^{12}$ s⁻¹.

| $E$ (meV) | $W_0$ | $W_1$ |
|---|---|---|
| 50 | 0.235 | 0.165 |
| 100 | 0.352 | 0.498 |
| 200 | 0.509 | 1.459 |

From 50 to 200 meV the zero-order rate grows by a factor of 2.2 and the first-order rate by 8.8. The high-energy laws would give 2 and 8. The excess comes from emission, which is still close to threshold at 50 meV: its first-order rate grows by 11.6, that of absorption by only 6.2.

Direction matters as well. At 100 meV the absorption rate is 0.303 for $\mathbf k$ along the long axis of the ellipsoid and 0.154 along a short one, 49% above and 24% below the shell average. The three principal directions reproduce that average: $(0.303+2\times0.154)/3=0.204$, which agrees with 0.203 within rounding.

In the thermal mean, $z=0.387$ and $\overline{E+E'}=113.5$ meV. The ratio of mean rates is $7.28\times0.1135=0.826$. With these constants the forbidden phonon has the lower mean rate for thermal electrons at 300 K and the higher shell-averaged rate at 100 meV and above. This ordering rests on the small $D_0$ chosen here, since the value of $E+E'$ at which the rates are equal scales as $D_0^2$. For $D_0=2\times10^{10}$ eV/m, closer to constants usually fitted for allowed intervalley phonons in silicon, $W_1/W_0$ for absorption at 100 meV is only 0.10, and the rates would cross near $E=1.1$ eV, outside the range of the parabolic model. The ratio of mean rates is not a ratio of mobilities, which weight the energies differently.

## Worked example: optical scattering

Consider one isotropic valley of mass 0.3 $m_0$ with $\hbar\omega=60$ meV, $N=0.109$, and the same $D_1$, $\rho$ and $T$. At $E=100$ meV the final energies are 160 and 40 meV, and the momentum-loss brackets are

$$1+\frac{2\cdot160}{3\cdot260}=1.41\ \text{(absorption)},\qquad 1+\frac{2\cdot40}{3\cdot140}=1.19\ \text{(emission)}.$$

The scattering rates are 0.0018 and 0.0048, and the momentum-loss rates 0.0025 and 0.0058, in $10^{12}$ s⁻¹.

Absorption is thus over a hundred times weaker than in the intervalley example at the same energy. The formula accounts for this: the intervalley case gains a factor 4 from $Z$, 1.7 from the masses, 7.9 from $N$ and 3 from $1/\omega$, and loses a factor 0.73 through $\sqrt{E'}(E+E')$. The product of the unrounded factors is about 115.

## Where the result stops holding

The linear coupling is the first term of an expansion in $q$. For an illustrative lattice constant of 0.5 nm, $2\pi/a$ is 12.6 nm⁻¹, and the root-mean-square $q$ of 1.58 nm⁻¹ found above is about an eighth of it. Single events can have a larger $q$, up to about twice that value between ellipsoids with parallel long axes. Since $q$ grows as $\sqrt{E+E'}$, higher terms gain weight with energy, and the $E^{3/2}$ law should not be extended to energies where they or the non-parabolicity of the band matter. If $E(1+\alpha E)$ replaces $E$ in the band relation, the density of states changes by the factor $\sqrt{1+\alpha E}\,(1+2\alpha E)$. For $\alpha=0.5$ per eV this is already 1.26 at 200 meV. The first-order rate gains further through $q^2$: the last row of the table would rise by a factor of 1.25 for $W_0$ and about 1.4 for $W_1$, so that row describes the parabolic model and not such a band.

The formula also excludes polar optical phonons, whose long-range field gives a different dependence on $q$. For scattering within one valley a non-polar optical mode can also have a long-range part. In a diamond-type crystal it induces a quadrupole on each site, whose potential per unit displacement varies as $q_\beta q_\gamma/q^2$: it stays finite as $q\to0$ and depends on direction. In a nearest-neighbour $sp^3$ tight-binding model of such a lattice with a dielectric constant of 12, it is of order $10^{10}$ eV/m for the longitudinal mode along [111] and vanishes along [100]. Where such a term exists, a selection rule at the band edge does not make the intravalley rate first order. In an ellipsoidal valley the shell average can fail when the distribution favours some axes over others, and $W_1(\mathbf k)$ should then be used instead. If the final states are partly filled, their occupation must be included in the golden-rule sum.

The full set of computed values is given in the numerical output.

## Computed results

```
INTERVALLEY MODEL (rates in 10^12 1/s)
temperature = 300 K, kT = 25.852 meV
valley masses = [0.2 0.2 0.9] m0
geometric mean mass md = 0.3302 m0
arithmetic mean mass ma = 0.4333 m0
phonon energy = 20.0 meV, N = 0.8564
final valleys Z = 4, density = 2500 kg/m^3
D1 = 4.0 eV, D0 = 5.00e+09 eV/m
slope of W1/W0 against E+Ef = 7.2791 per eV
E+Ef at which W1 = W0: 137.38 meV
  E there, absorption = 58.69 meV
  E there, emission = 78.69 meV
E = 10 meV, absorption: E+Ef = 40 meV, W0 = 0.0635, W1 = 0.0185, W1/W0 = 0.2912
E = 10 meV, emission: below threshold, no rate
E = 50 meV, absorption: E+Ef = 120 meV, W0 = 0.0970, W1 = 0.0848, W1/W0 = 0.8735
E = 50 meV, emission: E+Ef = 80 meV, W0 = 0.1377, W1 = 0.0802, W1/W0 = 0.5823
E = 100 meV, absorption: E+Ef = 220 meV, W0 = 0.1270, W1 = 0.2034, W1/W0 = 1.6014
E = 100 meV, emission: E+Ef = 180 meV, W0 = 0.2248, W1 = 0.2946, W1/W0 = 1.3102
E = 200 meV, absorption: E+Ef = 420 meV, W0 = 0.1720, W1 = 0.5259, W1/W0 = 3.0572
E = 200 meV, emission: E+Ef = 380 meV, W0 = 0.3373, W1 = 0.9329, W1/W0 = 2.7661
direct sum, W1 absorption at 100 meV = 0.2035
direct sum, W1 emission at 100 meV = 0.2946
W1 absorption at 100 meV, k on long axis = 0.3030
W1 absorption at 100 meV, k on short axis = 0.1537
rms q, absorption at 100 meV = 1.5818 1/nm
thermal mean W0 (both processes) = 0.1723
thermal mean W1 (both processes) = 0.1423
ratio of thermal means = 0.8260
z = 0.3868, hbar w K2/K1 = 113.47 meV
OPTICAL MODEL, ONE ISOTROPIC VALLEY (rates in 10^12 1/s)
mass = 0.30 m0, phonon energy = 60.0 meV
N = 0.1089, Z = 1, D1 = 4.0 eV
density = 2500 kg/m^3, E = 100 meV
absorption: W1 = 0.0018, momentum-loss factor = 1.4103, loss rate = 0.0025
emission: W1 = 0.0048, momentum-loss factor = 1.1905, loss rate = 0.0058
CHAIN TEST
|element| at q = 0: 0.0e+00 (model units)
|element|/|q|, smallest = 0.16518 (model units)
|element|/|q|, largest = 0.16524 (model units)
```
